# Symmetry Numbers and Conformer Degeneracies for Tetrahedral Ethylmethylamide Complexes

## What goes wrong

Suppose a conformer search on a complex M(NEtMe)$_4$ returns a list of structures, and each is given the weight $e^{-E/RT}$. In the model worked out below, the lowest structure has $S_4$ symmetry and receives a population of 0.79 % at 400 K. Its correct population is 0.20 %. If the symmetry correction is applied twice, once by the program and once by hand, the result is 0.10 %.

The setting behind these differences is the rotational symmetry number $\sigma$ in the thermochemistry part of an electronic-structure program. It may be detected from the geometry, entered by hand, or held at 1. The correct conformer weight depends on whether $\sigma$ is already contained in the free energy. Finding that weight requires knowing which placements of the ligands are different conformers and which are copies of one conformer produced by symmetry.

## The placements and their symmetry

Take a regular tetrahedral MN$_4$ core with four identical rigid ligands, each planar at nitrogen. Two data fix the state of a ligand:

- The azimuth of the ethyl group about the M–N axis takes six values, 60° apart. The methyl group lies opposite.
- The terminal ethyl carbon lies on one of the two sides of the NC$_2$ plane. This is the fold.

There are $q=6\times2=12$ states per ligand and $q^4=20736$ placements. They are candidate structures, not proven energy minima.

The symmetry group of the core is $T_d$, with 24 operations: the identity $E$, eight $C_3$ rotations, three $C_2$ rotations, six $S_4$ rotation-reflections and six reflections $\sigma_d$. Measure the azimuth from the direction towards another M–N bond. A reflection in the plane of those two bonds sends $\phi$ to $-\phi$, so the grid $\phi_0+60°k$ maps onto itself if $2\phi_0$ is a multiple of 60°. The two suitable grids start at $\phi_0=0°$ or 30°.

The counting rests on one fact: **no operation except the identity leaves an oriented ligand unchanged.** An operation that keeps a ligand's site is the identity, a $C_3$ rotation about its M–N axis, or a reflection in a plane containing that axis. A $C_3$ rotation shifts the azimuth by 120° or 240°. A reflection has three possible effects:

- If the mirror is the NC$_2$ plane, the fold is reversed.
- If the mirror is perpendicular to the NC$_2$ plane, ethyl and methyl change places.
- Otherwise the NC$_2$ plane itself is moved.

The ligand changes in every case.

## Counting conformers with Burnside's lemma

Let a group $G$ act on the placements. The orbit of a placement $x$ is the set of its images. Its stabilizer $\mathrm{Stab}(x)$ is the set of operations that leave it unchanged. Two operations $a$ and $b$ give the same image of $x$ when $a^{-1}b$ belongs to $\mathrm{Stab}(x)$, so each image is reached by $|\mathrm{Stab}(x)|$ operations. Therefore

$$|\mathrm{orbit}(x)|=\frac{|G|}{|\mathrm{Stab}(x)|}.$$

Now count the pairs (operation, placement left unchanged by it) in two ways. Summing first over operations gives $\sum_a F(a)$, where $F(a)$ is the number of placements fixed by $a$. Summing first over placements gives

$$\sum_a F(a)=\sum_x|\mathrm{Stab}(x)|=|G|\sum_x\frac{1}{|\mathrm{orbit}(x)|}=|G|\,N.$$

In the last step the members of one orbit contribute 1 together, so the sum is the number of orbits $N$. This is Burnside's lemma, $N=|G|^{-1}\sum_aF(a)$.

To find $F(a)$, follow the sites as $a$ permutes them. In a cycle of $\ell$ sites, the state at one site determines the others. After $\ell$ steps the operation $a^\ell$ has returned to the first site and must reproduce the state chosen there. By the fact above, this requires $a^\ell=E$.

- $E$ has four cycles of length 1, so $F=q^4$.
- $C_3$ keeps one site without being the identity, so $F=0$.
- $C_2$ exchanges the sites in two pairs, and $C_2^2=E$, so $F=q^2$.
- $S_4$ moves all sites in one cycle, and $S_4^4=E$, so $F=q$.
- $\sigma_d$ keeps two sites without being the identity, so $F=0$.

With mirror images merged, the number of conformers is

$$N=\frac{q^4+3q^2+6q}{24}=\frac{20736+432+72}{24}=885.$$

With mirror images kept apart, the group contains the 12 proper rotations $E$, $C_3$ and $C_2$:

$$N_{\rm rot}=\frac{q^4+3q^2}{12}=\frac{20736+432}{12}=1764.$$

A chiral conformer is counted once in $N$ and twice in $N_{\rm rot}$; an achiral one is counted once in both. The number of achiral conformers is therefore $2N-N_{\rm rot}=6$, which leaves 879 mirror-image pairs.

## From orbit size to degeneracy

Let $g$ be the orbit size of a conformer under $T_d$, and let $\sigma$ be the number of proper rotations in its stabilizer. Set $m=2$ for a chiral conformer and $m=1$ for an achiral one.

A chiral conformer has no improper operation in its stabilizer, so $|\mathrm{Stab}|=\sigma$ and $g=24/\sigma$. If there is one improper operation, multiplication by it pairs each proper member of the stabilizer with an improper one. Then $|\mathrm{Stab}|=2\sigma$ and $g=12/\sigma$. Both cases are contained in

$$g=\frac{24}{|\mathrm{Stab}|}=12\,\frac{m}{\sigma}.$$

The possible stabilizers can be listed. Since only the identity preserves an oriented ligand, a stabilizer moves any chosen site to $|\mathrm{Stab}|$ different sites. Its order is thus at most 4, and because all orbits of sites have this same size, it divides 4. Its members other than $E$ must be $C_2$ or $S_4$ operations, since the others fix no placement. This leaves the groups $C_1$, $C_2$, $S_4$ and $D_2$.

For $D_2$, one ligand state fixes the other three, which gives $q=12$ placements. For $S_4$ there are $q$ placements for each of three axes, or 36. Each $C_2$ rotation fixes $q^2=144$ placements, of which $q$ have the full $D_2$ symmetry and $q$ have $S_4$ symmetry about the same axis. The number with $C_2$ alone is $3(144-12-12)=360$. The remaining $20736-12-36-360=20328$ placements have no symmetry. Division by $g$ gives the conformers:

| Type | $\sigma$ | $m$ | $g$ | Conformers |
|---|---|---|---|---|
| $C_1$ | 1 | 2 | 24 | 847 |
| $C_2$ | 2 | 2 | 12 | 30 |
| $S_4$ | 2 | 1 | 6 | 6 |
| $D_2$ | 4 | 2 | 6 | 2 |

The last two types have equal degeneracies for different reasons. An $S_4$ conformer has the smaller symmetry number but no separate mirror image.

## Why the degeneracy is the Boltzmann weight

An orbit contains rotated copies of one structure, and the rotational partition function already integrates over orientations. One must show that using $g$ does not count these orientations twice.

Give the four ligands labels. A conformer with $g$ placements has $4!\,g=24g$ labelled placements on the fixed core. Those related by one of the 12 proper rotations are the same labelled structure turned in space. A rotation other than $E$ moves labels, so it leaves no labelled placement unchanged, and the labelled placements fall into sets of 12. The number of separate labelled wells is

$$\frac{24g}{12}=2g=24\,\frac{m}{\sigma}.$$

Each well has the full range of molecular orientations. The factor 24 is removed by the $1/4!$ for identical ligands and would cancel from populations in any case. Permutations of identical nuclei within a ligand are taken to give a factor common to all conformers. What remains is $m/\sigma$.

Let $G_c^0$ be the molar free energy of conformer $c$ computed with $\sigma=1$, for one mirror image. It includes electronic energy, vibration and classical rotation. Then

$$p_c=\frac{(m_c/\sigma_c)\,e^{-G_c^0/RT}}{\sum_k(m_k/\sigma_k)\,e^{-G_k^0/RT}}.$$

A program that applies the symmetry number divides the rotational partition function by $\sigma_c$ and so reports $G_c=G_c^0+RT\ln\sigma_c$. Since $e^{-G_c/RT}=e^{-G_c^0/RT}/\sigma_c$, the same population is

$$p_c=\frac{m_c\,e^{-G_c/RT}}{\sum_k m_k\,e^{-G_k/RT}}.$$

If vibrational and inertial factors are equal for all conformers, $G_c^0$ can be replaced by the energy $E_c$. As $g_c=12m_c/\sigma_c$, the weight is then $g_ce^{-E_c/RT}$.

## Choosing the setting

The rule depends on what the reported free energy contains:

- **Symmetry number applied:** weight each conformer by $m$.
- **Symmetry number held at 1, or bare energies used:** weight by $m/\sigma$, or equivalently by $g$.
- **Both mirror images present in the list:** replace $m$ by 1 for each entry, since the list already supplies the factor 2. If the symmetry number is held at 1 or bare energies are used, the weight is then $1/\sigma$, not $g$, because $g$ already contains $m$.

Multiplying $e^{-G_c/RT}$ by $g_c$ gives a factor proportional to $m/\sigma^2$, which counts symmetry twice. Relative to a $C_1$ conformer of equal energy, the statistical factors are:

| Type | Correct | Equal weights | Counted twice |
|---|---|---|---|
| $C_2$ | 1/2 | 1 | 1/4 |
| $S_4$ | 1/4 | 1 | 1/8 |
| $D_2$ | 1/4 | 1 | 1/16 |

Applying $\sigma$ but forgetting $m$ gives 1/2 for $S_4$ instead of 1/4. At 400 K a factor of 2 corresponds to $RT\ln2=2.31$ kJ/mol.

Automatic detection depends on a geometric tolerance. If a truly symmetric minimum is slightly distorted by incomplete optimization, the program may report $\sigma=1$ and miss $RT\ln\sigma$. For an $S_4$ conformer, $m$ read from the same distorted geometry may also become 2 instead of 1, which makes the weight too large by a factor of 4 in total. Tighten the optimization, or assign both $\sigma$ and $m$ by hand. If the distortion is real, the $\sigma$ and $m$ of the distorted structure are right, and the additional wells are real too. When the barrier between such wells is well below $RT$, separate harmonic wells are a poor description, and the motion connecting them should be treated as anharmonic. This can take more than one coordinate: the four wells formed when an $S_4$ structure distorts to $C_1$ do not lie on one straight line.

## A worked ensemble

The model has M–N, N–C and C–C lengths of 210, 145 and 150 pm, and M–N–C and N–C–C angles of 120° and 110°. The plane through N and the two ethyl carbons is perpendicular to the NC$_2$ plane. The azimuth grid starts at 0°. Carbons on different ligands repel each other:

$$E=\sum_{\text{C–C pairs}}(1.0\ \text{kJ/mol})\left(\frac{350\ \text{pm}}{r}\right)^{12}.$$

These are round parameters for a rigid model. It omits attraction, hydrogen atoms, electronic preferences and relaxation, so it does not predict the conformers of a particular metal. The placements are held on the grid and treated as if each were a conformer. Most are not separate minima of this repulsion: if the azimuths are allowed to relax, the 885 starts collapse to a few dozen minima, none with $D_2$ symmetry. The lowest structure keeps its $S_4$ symmetry and stays lowest, but its azimuths move by about 15°, and the gap to the $C_1$ structure used below grows from 0.24 to about 0.5 kJ/mol. The energies, populations and crossover temperature that follow therefore belong to the grid points. The ensemble illustrates the weights, not the number of minima. The energies were evaluated for all 20736 placements, and the populations follow by direct summation at $T=400$ K, where $RT=3.326$ kJ/mol.

The lowest conformer has $S_4$ symmetry and $g=6$. The next has no symmetry, $g=24$, and lies 0.237 kJ/mol higher. Their population ratio is

$$\frac{p(C_1)}{p(S_4)}=\frac{24}{6}\,e^{-0.237/3.326}=4\times0.931=3.72,$$

in agreement with the populations 0.754 % and 0.203 %. With the symmetry number inside the free energy, the $S_4$ conformer is raised by $RT\ln2=2.305$ kJ/mol and the $C_1$ conformer is not. The weights are now $m=1$ and $m=2$, so

$$\frac{p(C_1)}{p(S_4)}=2\,e^{(2.305-0.237)/3.326}=2\times1.86=3.72.$$

The structure of lowest energy is thus less populated than the one above it. The order reverses where $4e^{-\Delta E/RT}=1$, at $T=\Delta E/(R\ln4)$, which is about 21 K for this pair. Below that temperature the energy decides within the model, although classical statistics would then be doubtful for a real molecule. In the opposite limit, $RT$ far above all energy differences, each population tends to $g/20736$.

The totals by type show both influences:

| Type | High-$T$ limit, % | 400 K, % | Equal weights, 400 K, % |
|---|---|---|---|
| $C_1$ | 98.0 | 98.3 | 95.9 |
| $C_2$ | 1.74 | 1.34 | 2.61 |
| $S_4$ | 0.17 | 0.37 | 1.46 |
| $D_2$ | 0.06 | 0.01 | 0.05 |

The $S_4$ share at 400 K exceeds its statistical limit, while the $D_2$ share falls below it; the lower of the two $D_2$ conformers lies 9.46 kJ/mol above the minimum.

The ensemble mean energy, measured from the lowest conformer, is 4.307 kJ/mol. Equal weights give 4.299 kJ/mol and double counting gives 4.303 kJ/mol. Equal weights raise the total share of conformers with symmetry only from 1.7 % to 4.1 %, which limits the change in the mean. Its size also depends on the energies of these conformers, because contributions from above and below the mean can cancel. The small error is therefore a feature of this ensemble, not a general rule. The population of a single symmetric conformer is affected much more, and so can be an average over a short list in which such conformers are prominent.

Truncation is a separate concern. The eight lowest conformers together hold only about 5 % of the population. A list should be cut by its accumulated statistical weight, not after a fixed number of structures.

## When fewer motions are counted

If the fold is ignored, $q=6$ and a reflection can leave a ligand unchanged. Let $f$ be the number of azimuths lying in a given mirror plane at a site on that plane. A reflection keeps two sites, with $f$ choices each, and exchanges the other two, with $q$ choices together. Hence $F(\sigma_d)=f^2q$ and

$$N=\frac{q^4+3q^2+6q+6f^2q}{24}.$$

The grid starting at 0° has $f=2$ and gives $(1296+108+36+144)/24=66$. The grid starting at 30° has $f=0$ and gives 60. With the fold included, both grids give 885. A count made with simplified ligands can therefore depend on a detail that does not affect the full count.

A second case is a complex whose four ligand planes are locked in a $D_{2d}$ pattern. Two ends for the ethyl group and two folds leave four states per ligand. The group has eight operations: $E$ fixes $4^4$ placements, three $C_2$ rotations fix $4^2$ each, two $S_4$ operations fix 4 each, and two reflections fix none. The count is

$$N=\frac{256+48+8}{8}=39.$$

It holds whether the ligand planes lie in the mirrors or perpendicular to them, because the reflection reverses the fold in one case and exchanges the ends in the other. The weights remain $m/\sigma$. With the planes in the mirrors, the three choices of $S_4$ axis cover $3\times256=768$ of the 20736 placements, or 3.7 %. They hold 1.8 % of the population in the model, so its repulsion disfavours them. If the real complex prefers such a pattern, the 39 structures are the better starting list.

## Procedure for a calculation

1. Choose ligand states that are closed under the core symmetry, and generate all placements.
2. Number the placements. Apply every operation of the core group to each, and use the smallest number among its images as the label of its orbit. Keep one representative per label.
3. Optimize the representatives and confirm by a frequency calculation that each result is a minimum. A symmetric start can keep its symmetry and stop at a saddle point; in that case displace the structure along the imaginary mode and optimize again. Merge structures that can be superposed after permuting identical atoms, with reflection allowed, because step 2 has already merged mirror images.
4. For each remaining minimum, count the atom permutations that can be realized by a proper rotation of the rigid structure. Their number is $\sigma$. If an improper operation also works, $m=1$; otherwise $m=2$.
5. Apply the weight that matches the symmetry-number setting.

Step 4 uses the optimized structure because relaxation can change the symmetry. If two starting orbits reach the same minimum, their values of $g$ must not be added: the degeneracy belongs to the minimum, not to the number of starting points that found it.

Energy alone is not a safe label. In the model, the 885 conformers have 881 distinct energies when values within a relative difference of $10^{-8}$ are identified. Merging by energy would discard distinct structures and their weights.

The populations assume equilibrium among all conformers, mirror images included, and classical rotation. In a chiral environment mirror images differ in free energy and must be listed separately. If the core is distorted permanently, its smaller symmetry group replaces $T_d$ in the enumeration, while the final weight is still found from $m$ and $\sigma$ of each minimum.
